**Ambipolar ionization eigenvalue of a finite cylinder**

The program tests the steady-state condition $\nu=D_a[(j/R)^2+(\pi/L)^2]$, where $\nu$ is the ionization frequency per electron, $D_a$ the ambipolar diffusion coefficient, $R$ and $L$ the radius and length, and $j$ the first zero of $J_0$. Symbolic algebra asserts that the electric field drops out of the combined continuity equations, and a two-species calculation with Poisson's equation asserts the ambipolar and free-diffusion limits. A finite-volume operator in $r$ and $z$ asserts the eigenvalue, the shape of the lowest mode and the sign change of the next one. Time marching asserts growth above the eigenvalue and decay below it, and quadrature asserts the mean density and the wall-loss shares. For the model parameters the output gives $1/\Lambda^2=3300.23$ m⁻² from both the formula and the grid, with $T_e=1.3765$ eV and $\nu=4626.2$ s⁻¹. A finite exit speed at the walls, also asserted against the grid, lowers the geometric eigenvalue by 3.02% and gives $T_e=1.3722$ eV.

## Program and output

```python
"""
Schottky ambipolar diffusion in a finite cylinder (radius R, length L).
Result under test: a steady nonnegative density that vanishes on the walls needs
    nu = D_a * [ (j/R)^2 + (pi/L)^2 ],   j = first zero of J0 (about 2.405),
    D_a = (mu_i*D_e + mu_e*D_i) / (mu_i + mu_e).
nu: ionization frequency per electron; mu, D: mobility and diffusion coefficient
of electrons (e) and ions (i). SI units; temperatures in eV, so D = mu*T with T
read in volts. Edge length delta = D_a/u_B describes a finite exit speed u_B.
"""
import math
import numpy as np
import sympy as sp
import scipy.sparse as sparse
from scipy.sparse.linalg import eigsh, splu
from scipy.optimize import brentq
from scipy.special import j0, j1, jn_zeros
from scipy.constants import e as q_e, epsilon_0, atomic_mass

# ---------- chosen model parameters ----------
R, L = 0.05, 0.10             # m
mu_e, mu_i = 300.0, 1.0       # m^2/(V s)
T_i = 0.03                    # eV
n_gas = 5e21                  # m^-3
K0, E_iz = 5e-14, 15.0        # m^3/s, eV
M_ion = 40 * atomic_mass      # kg
n_peak = 1e16                 # m^-3
n_dilute = 1e9                # m^-3, for the free-diffusion contrast

# ---------- symbolic elimination of an arbitrary field ----------
r, z = sp.symbols("r z", positive=True)
me, mi, De, Di = sp.symbols("me mi De Di", positive=True)
n = sp.Function("n")(r, z)
field = [sp.Function("Er")(r, z), sp.Function("Ez")(r, z)]
grad_n = [sp.diff(n, r), sp.diff(n, z)]


def divergence(v):
    return sp.diff(r * v[0], r) / r + sp.diff(v[1], z)


def fluxes(E):
    electron = [-De * g - me * n * f for g, f in zip(grad_n, E)]
    ion = [-Di * g + mi * n * f for g, f in zip(grad_n, E)]
    return electron, ion


Da_symbol = (mi * De + me * Di) / (mi + me)
flux_e, flux_i = fluxes(field)
combined = mi * divergence(flux_e) + me * divergence(flux_i)
assert sp.simplify(combined + (mi + me) * Da_symbol * divergence(grad_n)) == 0
ambipolar_field = [-(De - Di) / (me + mi) * g / n for g in grad_n]
flux_e, flux_i = fluxes(ambipolar_field)
for a, b, g in zip(flux_e, flux_i, grad_n):
    assert sp.simplify(a - b) == 0
    assert sp.simplify(a + Da_symbol * g) == 0


# ---------- first zero of the regular radial series ----------
def radial_series(x):
    return sum((-1)**m * (x / 2)**(2 * m) / math.factorial(m)**2
               for m in range(25))


j_zero = brentq(radial_series, 2.0, 3.0, xtol=1e-14)
assert abs(j_zero - jn_zeros(0, 1)[0]) < 1e-11
k_r, k_z = j_zero / R, math.pi / L
inv_L2 = k_r**2 + k_z**2


# ---------- particle balance fixes the electron temperature ----------
def D_ambipolar(T):
    return (mu_i * mu_e * T + mu_e * mu_i * T_i) / (mu_i + mu_e)


def ionization(T):
    return n_gas * K0 * math.exp(-E_iz / T)


T_e = brentq(lambda T: ionization(T) - D_ambipolar(T) * inv_L2, 0.5, E_iz,
             xtol=1e-12)
T_scan = np.linspace(0.5, E_iz, 300)
ratio_scan = np.array([ionization(T) / D_ambipolar(T) for T in T_scan])
assert np.all(np.diff(ratio_scan) > 0)
D_a = D_ambipolar(T_e)
D_e, D_i = mu_e * T_e, mu_i * T_i
nu = D_a * inv_L2
u_B = math.sqrt(q_e * T_e / M_ion)
delta = D_a / u_B


# ---------- slow damping of a disturbance, with Poisson's equation ----------
def slow_damping(density):
    we = mu_e * q_e * density / epsilon_0
    wi = mu_i * q_e * density / epsilon_0
    matrix = np.array([[-D_e * inv_L2 - we, we],
                       [wi, -D_i * inv_L2 - wi]])
    return -np.max(np.linalg.eigvals(matrix).real)


damping_dense = slow_damping(n_peak)
damping_dilute = slow_damping(n_dilute)
damping_free = D_i * inv_L2
assert abs(damping_dense / nu - 1) < 1e-3
assert damping_dilute < 0.1 * nu
assert abs(slow_damping(1e-3 * n_dilute) / damping_free - 1) < 1e-2


# ---------- finite-volume minus-Laplacian in r and z ----------
def cylinder_operator(N, edge):
    """Symmetrized operator; edge = 0 means zero density at the walls."""
    hr, hz = R / N, L / N
    rc = (np.arange(N) + 0.5) * hr
    zc = (np.arange(N) + 0.5) * hz
    inner_r = np.arange(1, N) * hr / hr
    main_r = np.zeros(N)
    main_r[:-1] += inner_r
    main_r[1:] += inner_r
    main_r[-1] += R / (hr / 2 + edge)
    stiff_r = sparse.diags([-inner_r, main_r, -inner_r], [-1, 0, 1])
    inner_z = np.ones(N - 1) / hz
    main_z = np.zeros(N)
    main_z[:-1] += inner_z
    main_z[1:] += inner_z
    main_z[0] += 1 / (hz / 2 + edge)
    main_z[-1] += 1 / (hz / 2 + edge)
    stiff_z = sparse.diags([-inner_z, main_z, -inner_z], [-1, 0, 1])
    mass_r, mass_z = rc * hr, np.full(N, hz)
    A = (sparse.kron(stiff_r, sparse.diags(mass_z))
         + sparse.kron(sparse.diags(mass_r), stiff_z))
    root_mass = np.sqrt(np.kron(mass_r, mass_z))
    scale = sparse.diags(1 / root_mass)
    return (scale @ A @ scale).tocsc(), root_mass, rc, zc


def lowest_modes(N, edge):
    S, root_mass, rc, zc = cylinder_operator(N, edge)
    start = np.ones(N * N) + 0.3 * np.sin(np.arange(N * N))
    values, vectors = eigsh(S, k=2, sigma=0, v0=start)
    order = np.argsort(values)
    return values[order], vectors[:, order], root_mass, rc, zc


coarse = lowest_modes(40, 0.0)[0][0]
values, vectors, root_mass, rc, zc = lowest_modes(80, 0.0)
grid_value = (4 * values[0] - coarse) / 3
assert abs(grid_value / inv_L2 - 1) < 1e-4
mode_shape = np.kron(j0(k_r * rc), np.sin(k_z * zc)) * root_mass
mode_shape /= np.linalg.norm(mode_shape)
assert abs(mode_shape @ vectors[:, 0]) > 1 - 1e-5
first, second = vectors[:, 0] / root_mass, vectors[:, 1] / root_mass
assert first.min() * first.max() > 0
assert second.min() * second.max() < 0

# ---------- growth and decay from an initially uniform density ----------
S40, root40, _, _ = cylinder_operator(40, 0.0)
time_step = 0.01 / nu
growth = {}
for factor in (0.9, 1.1):
    step_matrix = (sparse.identity(1600) * (1 - time_step * factor * nu)
                   + time_step * D_a * S40)
    solver = splu(step_matrix.tocsc())
    state = root40.copy()
    for _ in range(600):
        previous = state
        state = solver.solve(previous)
    growth[factor] = math.log(np.linalg.norm(state)
                              / np.linalg.norm(previous)) / time_step
    # tolerance covers the grid and time-step errors
    assert abs(growth[factor] - (factor - 1) * nu) < 2e-3 * nu


# ---------- average density and wall losses by quadrature ----------
def density(rr, zz):
    return n_peak * j0(k_r * rr) * np.sin(k_z * zz)


nodes, weights = np.polynomial.legendre.leggauss(40)
rq, wr = R * (nodes + 1) / 2, R * weights / 2
zq, wz = L * (nodes + 1) / 2, L * weights / 2
volume = math.pi * R**2 * L
content = np.sum(2 * math.pi * (rq * wr)[:, None] * wz[None, :]
                 * density(rq[:, None], zq[None, :]))
average_ratio = 4 * j1(j_zero) / (math.pi * j_zero)
assert abs(content / volume / n_peak - average_ratio) < 1e-10
h = 1e-6
slope_side = (density(R + h, zq) - density(R - h, zq)) / (2 * h)
slope_end = (density(rq, h) - density(rq, -h)) / (2 * h)
side_loss = -D_a * 2 * math.pi * R * np.sum(wz * slope_side)
end_loss = 2 * D_a * np.sum(2 * math.pi * rq * wr * slope_end)
side_share = k_r**2 / inv_L2
total_loss = nu * average_ratio * n_peak * volume
assert abs((side_loss + end_loss) / total_loss - 1) < 1e-6
assert abs(side_loss / (side_loss + end_loss) - side_share) < 1e-6


# ---------- finite exit speed at the walls ----------
def edge_eigenvalue(d):
    kr = brentq(lambda k: k * d * j1(k * R) - j0(k * R), 0, k_r, xtol=1e-12)
    kz = brentq(lambda k: k * d * math.sin(k * L / 2) - math.cos(k * L / 2),
                0, k_z, xtol=1e-12)
    return kr**2 + kz**2


def extrapolated(d):
    return (j_zero / (R + d))**2 + (math.pi / (L + 2 * d))**2


edge_value = edge_eigenvalue(delta)
grid_edge = (4 * lowest_modes(80, delta)[0][0]
             - lowest_modes(40, delta)[0][0]) / 3
assert abs(grid_edge / edge_value - 1) < 1e-4
error_full = extrapolated(delta) / edge_value - 1
error_half = extrapolated(delta / 2) / edge_eigenvalue(delta / 2) - 1
assert abs(error_full) < 1e-3
assert 3.5 < error_full / error_half < 4.5


def edge_balance(T):
    D = D_ambipolar(T)
    return ionization(T) - D * edge_eigenvalue(D / math.sqrt(q_e * T / M_ion))


T_edge = brentq(edge_balance, 0.5, E_iz, xtol=1e-12)

# ---------- scales that bound the validity ----------
debye = math.sqrt(epsilon_0 * T_e / (q_e * n_peak))
v_thermal = math.sqrt(8 * q_e * T_i / (math.pi * M_ion))
ion_collisions = q_e / (M_ion * mu_i)
free_path = v_thermal / ion_collisions
log_slope = k_r * j1(k_r * R / 2) / j0(k_r * R / 2)
drift_half = D_a * log_slope
field_half = (D_e - D_i) / (mu_e + mu_i) * log_slope

# ---------- printed numbers ----------
print(f"Radius R = {R:.3f} m; length L = {L:.3f} m")
print(f"Electron mobility = {mu_e:.1f} m^2/(V s)")
print(f"Ion mobility = {mu_i:.1f} m^2/(V s)")
print(f"Ion temperature = {T_i:.3f} eV")
print(f"Gas density = {n_gas:.2e} m^-3")
print(f"Ionization prefactor K0 = {K0:.2e} m^3/s")
print(f"Ionization energy = {E_iz:.1f} eV")
print(f"Ion mass = {M_ion / atomic_mass:.1f} u")
print(f"Peak density = {n_peak:.2e} m^-3")
print(f"First zero of J0 = {j_zero:.8f}")
print(f"Relative error of 2.405 squared = {(2.405 / j_zero)**2 - 1:.2e}")
print(f"Radial term (j/R)^2 = {k_r**2:.2f} m^-2")
print(f"Axial term (pi/L)^2 = {k_z**2:.2f} m^-2")
print(f"Sum 1/Lambda^2 = {inv_L2:.2f} m^-2")
print(f"Same sum from the r-z grid = {grid_value:.2f} m^-2")
print(f"Diffusion length Lambda = {1000 / math.sqrt(inv_L2):.3f} mm")
print(f"Electron temperature = {T_e:.4f} eV")
print(f"Electron diffusion coefficient = {D_e:.2f} m^2/s")
print(f"Ion diffusion coefficient = {D_i:.4f} m^2/s")
print(f"Ambipolar coefficient D_a = {D_a:.4f} m^2/s")
print(f"Ionization frequency nu = {nu:.1f} s^-1")
print(f"Mean ion-electron pair lifetime = {1e6 / nu:.1f} microseconds")
print(f"Slow damping at peak density = {damping_dense:.1f} s^-1")
print(f"Dilute test density = {n_dilute:.1e} m^-3")
print(f"Slow damping at dilute density = {damping_dilute:.1f} s^-1")
print(f"Free ion diffusion rate = {damping_free:.1f} s^-1")
print(f"Marched growth / nu at 0.9 nu = {growth[0.9] / nu:.4f}")
print(f"Marched growth / nu at 1.1 nu = {growth[1.1] / nu:.4f}")
print(f"Average / peak density = {average_ratio:.5f}")
print(f"Side-wall share of loss = {100 * side_share:.2f} percent")
print(f"End-wall share of loss = {100 * (1 - side_share):.2f} percent")
print(f"Total ion loss = {total_loss:.4e} s^-1")
print(f"Debye length at the peak = {debye * 1000:.4f} mm")
print(f"Ion thermal speed = {v_thermal:.1f} m/s")
print(f"Ion mean free path = {free_path * 1000:.3f} mm")
print(f"Ion mean velocity at r=R/2 = {drift_half:.1f} m/s")
print(f"Radial field at r=R/2 = {field_half:.2f} V/m")
print(f"Wall distance, drift=thermal = {1000 * D_a / v_thermal:.2f} mm")
print(f"Exit speed u_B = {u_B:.1f} m/s")
print(f"Edge length delta = {delta * 1000:.4f} mm")
print(f"1/Lambda^2 with finite exit speed = {edge_value:.2f} m^-2")
print(f"Same from the r-z grid = {grid_edge:.2f} m^-2")
print(f"Same from enlarged R and L = {extrapolated(delta):.2f} m^-2")
print(f"Eigenvalue shift = {100 * (edge_value / inv_L2 - 1):.2f} percent")
print(f"Electron temperature, finite exit speed = {T_edge:.4f} eV")
print("all good")
```

Running it gives:

```
Radius R = 0.050 m; length L = 0.100 m
Electron mobility = 300.0 m^2/(V s)
Ion mobility = 1.0 m^2/(V s)
Ion temperature = 0.030 eV
Gas density = 5.00e+21 m^-3
Ionization prefactor K0 = 5.00e-14 m^3/s
Ionization energy = 15.0 eV
Ion mass = 40.0 u
Peak density = 1.00e+16 m^-3
First zero of J0 = 2.40482556
Relative error of 2.405 squared = 1.45e-04
Radial term (j/R)^2 = 2313.27 m^-2
Axial term (pi/L)^2 = 986.96 m^-2
Sum 1/Lambda^2 = 3300.23 m^-2
Same sum from the r-z grid = 3300.23 m^-2
Diffusion length Lambda = 17.407 mm
Electron temperature = 1.3765 eV
Electron diffusion coefficient = 412.94 m^2/s
Ion diffusion coefficient = 0.0300 m^2/s
Ambipolar coefficient D_a = 1.4018 m^2/s
Ionization frequency nu = 4626.2 s^-1
Mean ion-electron pair lifetime = 216.2 microseconds
Slow damping at peak density = 4626.1 s^-1
Dilute test density = 1.0e+09 m^-3
Slow damping at dilute density = 117.0 s^-1
Free ion diffusion rate = 99.0 s^-1
Marched growth / nu at 0.9 nu = -0.0997
Marched growth / nu at 1.1 nu = 0.1003
Average / peak density = 0.27486
Side-wall share of loss = 70.09 percent
End-wall share of loss = 29.91 percent
Total ion loss = 9.9870e+15 s^-1
Debye length at the peak = 0.0872 mm
Ion thermal speed = 429.3 m/s
Ion mean free path = 0.178 mm
Ion mean velocity at r=R/2 = 50.2 m/s
Radial field at r=R/2 = 49.14 V/m
Wall distance, drift=thermal = 3.27 mm
Exit speed u_B = 1822.1 m/s
Edge length delta = 0.7693 mm
1/Lambda^2 with finite exit speed = 3200.49 m^-2
Same from the r-z grid = 3200.49 m^-2
Same from enlarged R and L = 3200.98 m^-2
Eigenvalue shift = -3.02 percent
Electron temperature, finite exit speed = 1.3722 eV
all good
```
